# How a microscopy foil averages away interface roughness

## Question

I am trying to connect cross-sectional electron micrographs of an oxidized silicon channel to a surface-roughness mobility model. The model needs the rms height $\Delta$ and the correlation length $\Lambda$ of the interface. The microscope looks through a foil, so the edge I trace has already been averaged along the beam.

I was told that for Gaussian roughness with $\Lambda=1.5$ nm and a foil 10 nm thick, the apparent rms height is about half the true one. My own estimate was that the foil contains $t/\Lambda$ independent patches, so the rms height should fall by $\sqrt{\Lambda/t}=\sqrt{0.150}$. That is well below one half. What is wrong with my counting, and can I recover the true height from the trace?

## Answer

Your idea of independent patches is sound, but a patch is not one correlation length long. The correlation function fixes its length, and the two faces of the foil add a correction.

### What is being averaged

Let the mean interface be the plane $z=0$, with silicon filling $z<h(x,y)$. The beam runs along $y$, through a foil occupying $0<y<t$, and the trace runs along $x$. Take $\langle h\rangle=0$ and

$$
\langle h(\mathbf r_1)h(\mathbf r_2)\rangle=C(r)=\Delta^2e^{-r^2/\Lambda^2},\qquad r=|\mathbf r_1-\mathbf r_2| .
$$

"Gaussian" describes the shape of this autocorrelation. The derivation of the rms reduction does not require the heights themselves to be normally distributed. It does require the statistics to be the same everywhere along the interface.

Assume that the image contrast is linear in the amount of silicon along the beam. At height $z$ the image then shows the fraction

$$
f(x,z)=\frac1t\int_0^t\theta\big(h(x,y)-z\big)\,dy ,
$$

where the step function $\theta$ is 1 for positive argument and 0 for negative argument. This fraction falls from 1 to 0 across the blurred edge. Place a sharp edge $H(x)$ so that it has the same area under it as the blurred one. With $-Z$ below and $Z$ above every part of the interface,

$$
H(x)=-Z+\int_{-Z}^{Z}f(x,z)\,dz .
$$

For one value of $y$, the step function is 1 from $-Z$ up to $h$, so its integral over $z$ is $h+Z$. Exchanging the two integrals gives

$$
H(x)=-Z+\frac1t\int_0^t[h(x,y)+Z]\,dy=\frac1t\int_0^t h(x,y)\,dy .
$$

The equal-area edge is therefore the mean height through the foil. A contour drawn at $f=1/2$ is the median height instead, and I return to it below.

### The variance of the traced edge

Since $\langle H\rangle=0$, the apparent variance is

$$
\Delta_{\rm app}^2=\langle H^2\rangle
=\frac1{t^2}\int_0^t\!dy\int_0^t\!dy'\,C(|y-y'|).
$$

The integrand depends on the separation $u=|y-y'|$ alone. If $y'=y+u$, both points lie in the foil when $0<y<t-u$, an interval of length $t-u$. The opposite ordering, $y'=y-u$, contributes the same amount. Hence

$$
\Delta_{\rm app}^2=\frac2{t^2}\int_0^t(t-u)C(u)\,du .
$$

Define $R=\Delta_{\rm app}/\Delta$ and insert the Gaussian:

$$
R^2=\frac2t\int_0^te^{-u^2/\Lambda^2}du-\frac2{t^2}\int_0^tu\,e^{-u^2/\Lambda^2}du .
$$

For the first integral put $v=u/\Lambda$ and use ${\rm erf}(a)=(2/\sqrt\pi)\int_0^ae^{-v^2}dv$:

$$
\int_0^te^{-u^2/\Lambda^2}du=\frac{\sqrt\pi}{2}\Lambda\,{\rm erf}\!\left(\frac t\Lambda\right).
$$

For the second, put $w=u^2/\Lambda^2$, so that $u\,du=(\Lambda^2/2)\,dw$:

$$
\int_0^tu\,e^{-u^2/\Lambda^2}du=\frac{\Lambda^2}{2}\left(1-e^{-t^2/\Lambda^2}\right).
$$

The factors of 2 cancel, leaving

$$
\boxed{R^2=\sqrt\pi\,\frac\Lambda t\,{\rm erf}\!\left(\frac t\Lambda\right)
-\frac{\Lambda^2}{t^2}\left(1-e^{-t^2/\Lambda^2}\right)}
$$

The true height $\Delta$ has dropped out of the ratio.

### Your numbers

Here $\Lambda/t=1.5/10=0.150$. The error function is 1 and the exponential is 0 to all digits shown, so

$$
R^2=\sqrt\pi(0.150)-(0.150)^2=0.26587-0.02250=0.24337,
$$

$$
R=\sqrt{0.24337}=0.493 .
$$

For a true rms height of 0.30 nm, the trace has

$$
\Delta_{\rm app}=0.4933\times0.30\ {\rm nm}=0.148\ {\rm nm}.
$$

This is the stated reduction to about half. Direct numerical evaluation of the double average over $y$ and $y'$ also gives $R^2=0.24337$.

The convention for $\Lambda$ matters. If your model writes the correlation as $e^{-r^2/(2\Lambda^2)}$, replace $\Lambda$ by $\sqrt2\,\Lambda$ in the boxed formula. The same quoted 1.5 nm then describes a smoother surface, and $R=0.575$.

### What was wrong with the patch count

For $t\gg\Lambda$, the leading term is

$$
R^2\simeq\frac{\sqrt\pi\,\Lambda}{t}=\frac1N,\qquad N=\frac{t}{\sqrt\pi\,\Lambda}.
$$

The effective patch length is $\sqrt\pi\,\Lambda$, the integral of $e^{-u^2/\Lambda^2}$ over both positive and negative $u$. A point is correlated with neighbours on both sides, so a patch is longer than $\Lambda$. Your foil has $N=3.76$ patches rather than $t/\Lambda$.

This leading estimate gives $R=0.516$. The negative second term in $R^2$ lowers it to 0.493, because points near a foil face lack correlated neighbours beyond that face.

In the opposite limit, $t\ll\Lambda$, expand $C(u)\simeq\Delta^2(1-u^2/\Lambda^2)$. The mean squared separation of two points in the foil is

$$
\frac2{t^2}\int_0^t(t-u)u^2du
=\frac2{t^2}\left(\frac{t^4}{3}-\frac{t^4}{4}\right)=\frac{t^2}{6},
$$

so $R^2\simeq1-t^2/(6\Lambda^2)$. A very thin foil shows nearly the full height because the interface hardly changes along the beam.

With $\Lambda$ held at 1.5 nm, $R$ is 0.665 for a 5 nm foil, 0.357 for 20 nm and 0.229 for 50 nm. It equals one half at $t=9.71$ nm. Thus "half" belongs to this ratio of $\Lambda$ to $t$ and is not a general correction.

### Where the missing roughness goes

The missing height variation appears as blur. Within one column, $-\partial f/\partial z$ is the distribution of the heights crossed by the beam. Its variance is

$$
\frac1t\int_0^t(h-H)^2dy=\frac1t\int_0^th^2dy-H^2 ,
$$

where the cross term was combined using $\int_0^th\,dy=tH$. Averaging over the interface gives $\Delta^2-\Delta_{\rm app}^2$. The rms blur is therefore

$$
\Delta\sqrt{1-R^2}=0.30\sqrt{1-0.24337}\ {\rm nm}=0.261\ {\rm nm}.
$$

For this foil, the edge is blurred by more than the rms height of its trace.

I also checked these results on four random surfaces, each 500 nm on a side with 0.25 nm pixels, cut into 10 nm foils. Their true rms height was 0.2999 nm, the apparent height was 0.1478 nm and the rms blur was 0.2609 nm. The corresponding predictions are 0.30, 0.1480 and 0.2610 nm.

### Recovering the height, and what it does to mobility

The correlation between two points of the trace separated by $x$ is

$$
\langle H(x)H(0)\rangle=\frac{\Delta^2}{t^2}\int_0^t\!dy\int_0^t\!dy'\,
e^{-[x^2+(y-y')^2]/\Lambda^2}
=R^2\Delta^2e^{-x^2/\Lambda^2}.
$$

The factor containing $x$ comes outside the integrals. A Gaussian correlation therefore loses height but keeps its correlation length. You can read $\Lambda$ from the correlation averaged over many correlation lengths of trace, calculate $R$ from the known foil thickness, and use $\Delta=\Delta_{\rm app}/R$. A single short trace gives only a rough $\Lambda$, and its error carries over into $R$. Here the correction factor is $1/R=2.03$.

This procedure is less direct for an exponential correlation, $C(r)=\Delta^2e^{-r/\Lambda}$. For the same $\Lambda$ and foil, $R=0.505$, so the height reduction is similar. The apparent $1/e$ length, however, grows from 1.5 to 2.36 nm. The reason is that $\sqrt{x^2+u^2}\le x+u$, which implies

$$
e^{-\sqrt{x^2+u^2}/\Lambda}\ge e^{-x/\Lambda}e^{-u/\Lambda}.
$$

After averaging over the foil, the normalized correlation at $x$ lies above $e^{-x/\Lambda}$. You would have to fit the projected correlation, rather than insert its apparent length as $\Lambda$. The convention matters here too. If your model writes the exponential as $e^{-\sqrt2\,r/\Lambda}$, the same quoted 1.5 nm gives $R=0.435$.

For transport, take the scattering potential to be linear in $h$ and use the lowest-order scattering rate. That rate is proportional to the power spectrum

$$
S(q)=\int C(r)e^{-i\mathbf q\cdot\mathbf r}d^2r
=\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4}.
$$

Each of the two Gaussian Fourier integrals supplies a factor $\sqrt\pi\,\Lambda$. At fixed $\Lambda$, carrier density, confining field and screening, the rate scales as $\Delta^2$. Using the uncorrected height would make the roughness-limited mobility too large by $1/R^2=4.11$. This factor applies to the roughness contribution alone. If other scattering rates add to it and stay fixed, the total mobility changes by a smaller factor.

### How far a real measurement departs from this

Values of a few tenths of a nanometre for $\Delta$ and one to a few nanometres for $\Lambda$ are rough but reasonable for thermally oxidized Si(001). If your foil is thicker than 10 nm, the reduction is stronger, as the values above show. For the present parameters, these departures can be estimated:

- **Edge definition.** Tracing the half-intensity contour gives the median height. For normally distributed heights, as on the simulated surfaces, this raises $R$ to about 0.53. The median trace also does not keep the Gaussian correlation: its $1/e$ length is about 1.4 nm instead of 1.5 nm. Putting such a trace through the recovery procedure above returns a height roughly 11% too large.
- **Damaged foil faces.** If 1 nm on each face contributes nothing to the image, the averaging thickness is 8 nm and $R=0.545$, about a tenth above the ideal value. Use the contributing thickness in the correction.
- **Atomic steps.** Rounding the simulated heights to Si(001) layers 0.136 nm apart gives $R=0.489$, a change of about 1%. The traced rms stays at 0.148 nm, and the change comes from the rounding raising the true rms height to about 0.3025 nm.
- **Lateral resolution.** Let the microscope blur the trace along $x$ with a Gaussian of rms width $b$. Two independent blur displacements differ by $d$, which has variance $2b^2$. Averaging $e^{-d^2/\Lambda^2}$ over $d$ multiplies the trace variance by $1/\sqrt{1+4b^2/\Lambda^2}$. For $b=0.10$ nm the rms height falls by a further factor of 0.996, and the apparent correlation length grows to $\sqrt{\Lambda^2+4b^2}=1.513$ nm.

Linear contrast is a stronger assumption. Dynamical diffraction and strain contrast can break it, and I have not estimated their effect on the edge position.

The length of the trace matters too. Subtracting the mean of a trace of length $L$ removes the variance of that mean. Since the trace has the same Gaussian correlation as the surface, the removed fraction is the boxed expression with $t$ replaced by $L$. For $L=50$ nm, a fraction 0.948 of the variance remains, whose square root is 0.974. The average of the rms heights of individual traces is lower, about 0.964 of the full value, because those heights scatter. In the simulation, the rms heights of individual 50 nm traces also scattered by 13.9% relative to their mean. One such trace therefore cannot reliably distinguish $R=0.49$ from $R=0.53$. Average the variances of several well-separated traces before dividing by $R^2$, and correct for the subtracted mean. Subtracting the mean also shortens the measured correlation length, and averaging more traces does not remove this. The averaged $1/e$ length is 1.43 nm for 50 nm traces and 1.34 nm for 20 nm traces, which lowers the calculated $R$ by about 2% and 5%.

The numerical output below lists the main values for these cases.

## Table of computed values

```
True rms height: 0.30 nm
Correlation length: 1.50 nm
Foil thickness: 10.0 nm
Length ratio L/t: 0.150
First term of R^2: 0.26587
Second term of R^2: 0.02250
R^2, closed form: 0.24337
R^2, direct double average: 0.24337
R, apparent/true rms height: 0.4933
Apparent rms height: 0.1480 nm
Rms edge blur within the foil: 0.2610 nm
Height correction factor 1/R: 2.027
Roughness-limited mobility overestimate 1/R^2: 4.11
Effective independent patches t/(sqrt(pi) L): 3.76
Thick-foil estimate of R: 0.5156
Foil thickness for R = 1/2: 9.71 nm
R for foil of 5 nm: 0.6646
R for foil of 10 nm: 0.4933
R for foil of 20 nm: 0.3568
R for foil of 50 nm: 0.2286
Simulation, number of surfaces: 4
Simulation, side of each surface: 500 nm
Simulation, pixel: 0.25 nm
Simulation, true rms height: 0.2999 nm
Simulation, apparent rms height: 0.1478 nm
Simulation, rms edge blur: 0.2609 nm
Simulation, trace correlation at distance L: 0.366
Expected trace correlation at L, 1/e: 0.368
Apparent 1/e length, Gaussian: 1.500 nm
Apparent 1/e length, exponential: 2.363 nm
R, exponential autocorrelation: 0.5050
R, convention exp(-r^2/(2L^2)): 0.5753
R, half-intensity (median) edge, simulated: 0.531
Si(001) atomic step: 0.1358 nm
R, heights in atomic steps, simulated: 0.489
Damaged layer on each face: 1.0 nm
Contributing thickness with damage: 8.0 nm
R with damaged layers: 0.5451
Lateral microscope blur, rms: 0.10 nm
Extra rms factor from lateral blur: 0.9956
Finite trace length: 50 nm
Finite-trace variance factor, formula: 0.9477
Finite-trace variance factor, simulated: 0.9463
Root of finite-trace variance factor: 0.9735
Relative scatter of rms between traces: 13.9 %
```
